# The extreme anomalous skin effect and the two-thirds law

## 1. A purer metal that stops conducting better

A high-frequency current flows in a thin layer under the surface of a metal. With a local Ohm's law, a longer electron mean free path $\ell$ raises the conductivity and lowers the surface resistance. In a pure, cold metal, however, $\ell$ can exceed the thickness of the layer. An electron then crosses the region of strong field in a small part of its free flight, and the current at a point depends on the field along the whole path. What surface resistance results, and does further purification reduce it?

An estimate shows what to expect. Let the field reach a depth $\delta\ll\ell$. Only electrons moving within an angle of order $\delta/\ell$ of the surface stay in the field for a full free path, so the effective conductivity is about $\sigma_0\delta/\ell$, with $\sigma_0$ the dc value. Putting this into $\delta^2\sim1/(\mu_0\omega\sigma)$ gives $\delta^3\sim\ell/(\mu_0\omega\sigma_0)$. Since $\sigma_0\propto\ell$, the mean free path cancels, $\delta\propto\omega^{-1/3}$, and the surface resistance, of order $\mu_0\omega\delta$, grows as $\omega^{2/3}$. The derivation below supplies the constants, the corrections and the limits of validity.

## 2. Model and surface impedance

The metal fills $z>0$. It has a spherical Fermi surface of radius $k_F$, electron speed $v_F$, relaxation time $\tau$ and $\ell=v_F\tau$. Fields vary as $e^{-i\omega t}$; $E(z)$ is the electric field along $x$ and $H$ the magnetic field along $y$. Without displacement current, Maxwell's equations read

$$E'=i\mu_0\omega H,\qquad -H'=J .$$

Hence

$$E''=-i\mu_0\omega J,\qquad Z\equiv\frac{E(0)}{H(0)}=i\mu_0\omega\frac{E(0)}{E'(0)}=R+iX. \tag{1}$$

In this convention an inductive surface has $X<0$.

For the local law $J=\sigma_0E$, the decaying solution is $e^{-\kappa z}$ with $\kappa^2=-i\mu_0\omega\sigma_0$, so $\kappa=(1-i)\sqrt{\mu_0\omega\sigma_0/2}$. Then $Z=-i\mu_0\omega/\kappa$, and because $-i/(1-i)=(1-i)/2$,

$$Z_{\rm cl}=(1-i)\sqrt{\frac{\mu_0\omega}{2\sigma_0}} .$$

The classical resistance thus scales as $\omega^{1/2}\ell^{-1/2}$.

## 3. The nonlocal conductivity

Take first an infinite metal with field $Ee^{iqz}$ along $x$. Write the distribution as $f_0+f_1$. For charge $-e$ the linearized Boltzmann equation is

$$\left(\frac1\tau-i\omega+iqv_z\right)f_1=eEv_x\frac{\partial f_0}{\partial\varepsilon}.$$

The wave's magnetic force drops out at this order, since it is perpendicular to $\mathbf v$ while $\partial f_0/\partial\mathbf k$ is parallel to $\mathbf v$. A transverse field creates no charge density, so relaxation is towards $f_0$. The current is $J=-2e\int v_xf_1\,d^3k/(2\pi)^3$. With $d^3k=dS\,d\varepsilon/(\hbar v)$ and $-\partial f_0/\partial\varepsilon$ concentrated at the Fermi energy,

$$\sigma(q)=\frac{e^2}{4\pi^3\hbar}\int dS\,\frac{v_x^2}{v}\,\frac{\tau}{1-i\omega\tau+iqv_z\tau}.$$

On the sphere put $u=v_z/v_F$, so that $dS=k_F^2\,du\,d\varphi$ and $v_x^2=v_F^2(1-u^2)\cos^2\varphi$. The $\varphi$ integral gives $\pi$. Define

$$A=\frac{e^2k_F^2}{4\pi\hbar},\qquad \ell_*=\frac{\ell}{1-i\omega\tau},\qquad s=q\ell_* .$$

Then, for $q>0$,

$$\sigma(q)=\frac{A\ell_*}{\pi}\int_{-1}^1\frac{1-u^2}{1+isu}\,du=\frac Aq\,g(s),\qquad g(s)=\frac s\pi\int_{-1}^1\frac{1-u^2}{1+s^2u^2}\,du ,$$

where the part odd in $u$ has integrated to zero. Writing $1-u^2=(1+s^{-2})-s^{-2}(1+s^2u^2)$ gives

$$g(s)=\frac{2}{\pi s^2}\left[(1+s^2)\arctan s-s\right]. \tag{2}$$

For negative $q$, $\sigma(-q)=\sigma(q)$.

**Small $s$.** The integral over $u$ tends to $4/3$, so at low frequency $\sigma_0=4A\ell/(3\pi)$.

**Large $s$.** With $\arctan s=\pi/2-1/s+\dots$, the bracket is $\pi s^2/2-2s+O(1)$, and

$$g(s)=1-\frac{4}{\pi s}+O(s^{-2}),\qquad \sigma(q)\to\frac{A}{|q|}. \tag{3}$$

The limit contains the size of the Fermi surface but neither $\tau$ nor $\ell$. The cause is visible in the integrand at $\omega\tau\ll1$. For large $s$ it is close to $1/(1+s^2u^2)$; the part from $|u|<u_0$ is $(2/s)\arctan(su_0)$ and the total is $\pi/s$. Half of the conductivity therefore comes from $|v_z|/v_F<1/(q\ell)$. Doubling $\ell$ halves the width of this band and doubles the average response of the electrons within it, so the product is unchanged.

## 4. Specular surface

If the surface reverses $v_z$ and leaves the rest of the motion unchanged, a reflected electron has the same history as one arriving from a mirror-image metal. The current at $z>0$ is then the bulk response to the even continuation $E(-z)=E(z)$. This continuation has a kink at $z=0$, where the slope jumps by $2E'(0)$, with $E'(0)$ taken at $z=0^+$:

$$E''=-i\mu_0\omega J+2E'(0)\,\delta(z).$$

With $F(q)=\int E\,e^{-iqz}dz$ this becomes $-q^2F=-i\mu_0\omega\sigma F+2E'(0)$. Solving for $F$ and inverting at $z=0$,

$$E(0)=-\frac{2E'(0)}{\pi}\int_0^\infty\frac{dq}{q^2-i\mu_0\omega\sigma(q)},\qquad
Z=-\frac{2i\mu_0\omega}{\pi}\int_0^\infty\frac{dq}{q^2-i\mu_0\omega\sigma(q)} . \tag{4}$$

Now insert $\sigma=A/q$ and define

$$q_a=(\mu_0\omega A)^{1/3},\qquad a=q_ae^{-i\pi/6},\qquad a^3=-iq_a^3 .$$

The integral is $\int_0^\infty q\,dq/(q^3+a^3)$. Put $q=ax$. The path of $x$ is the ray at angle $\pi/6$; it can be turned to the positive real axis, because the poles lie at angles $\pm\pi/3$ and $\pi$ and the integrand falls as $x^{-2}$. The integral becomes $S/a$ with

$$S=\int_0^\infty\frac{x\,dx}{1+x^3}=\int_0^\infty\frac{dx}{1+x^3},$$

the two forms being related by $x\to1/x$. Their sum is elementary:

$$2S=\int_0^\infty\frac{dx}{x^2-x+1}=\frac{2}{\sqrt3}\left(\frac\pi2+\frac\pi6\right)=\frac{4\pi}{3\sqrt3},\qquad S=\frac{2\pi}{3\sqrt3}.$$

Since $-i/a=e^{-i\pi/3}/q_a$,

$$Z_\infty^{\rm spec}=\frac{4}{3\sqrt3}\,\frac{\mu_0\omega}{q_a}\,e^{-i\pi/3}. \tag{5}$$

The form $A/q$ fails for $q\lesssim1/\ell$, but there the integrand is at most of order $1/(q_a^3\ell)$, so the region contributes about $1/(q_a^3\ell^2)$. Relative to $1/q_a$ this is of order $(q_a\ell)^{-2}$ (for $\omega\tau\lesssim1$).

## 5. Diffuse surface

If electrons leave the surface with no memory of the field, there is no mirror contribution:

$$J(z)=\int_0^\infty K(z-z')E(z')\,dz',\qquad K(z)=\frac A\pi\int_0^1\frac{1-u^2}{u}\,e^{-|z|/(u\ell_*)}\,du .$$

$K$ is the inverse transform of $\sigma(q)$: each direction $u$ contributes the decay of the response along its path. It has an integrable logarithmic singularity at $z=0$ and at large $|z|$ falls off at least as fast as $e^{-|z|/\ell}$, so $\sigma(q)$ is analytic for $|{\rm Im}\,q|<1/\ell$.

**Transformed equation.** Set $E=0$ for $z<0$ and let $F(q)=\int_0^\infty E\,e^{-iqz}dz$. Write $E_0=E(0)$ and $E_0'=E'(0)$. Two integrations by parts give

$$\int_0^\infty E''e^{-iqz}dz=-E_0'-iqE_0-q^2F .$$

The convolution of $K$ with $E$ has transform $\sigma F$, but it is also nonzero at $z<0$. Let $G(q)$ be $i\mu_0\omega$ times the transform of that part. Then (1) becomes

$$\left(q^2-i\mu_0\omega\sigma\right)F=-E_0'-iqE_0-G. \tag{6}$$

Assume that $E$ decays at least as $e^{-\eta z}$ for some $0<\eta<1/\ell$. Then $F$ is analytic for ${\rm Im}\,q<\eta$, and $G$ is analytic for ${\rm Im}\,q>-\eta$.

**Factorization.** For $b>\eta$ define

$$\psi(q)=\frac{q^2-i\mu_0\omega\sigma(q)}{q^2+b^2}.$$

On the real axis ${\rm Re}\,\sigma>0$, so $\psi$ lies in the lower half-plane: it has no zero, and its principal logarithm is continuous. Also $\psi\to1$ at infinity. By taking $\eta$ small enough, the same holds, without zeros, in the strip $|{\rm Im}\,q|<\eta$. Cauchy's formula in the strip splits $\ln\psi=\ln\psi_U+\ln\psi_L$, where $\psi_U$ is analytic and nonzero above the lower edge and $\psi_L$ below the upper edge:

$$\ln\psi_L(q)=-\frac1{2\pi i}\int\frac{\ln\psi(p)}{p-q}\,dp\;\to\;\frac{I}{\pi iq},\qquad I=\int_0^\infty\ln\psi\,dq ,$$

with $p$ on the upper edge and the arrow for large $|q|$. Evenness of $\psi$ was used in $I$.

Dividing (6) by $(q+ib)\psi_U$,

$$(q-ib)\,\psi_L\,F=-\frac{E_0'+iqE_0+G}{(q+ib)\,\psi_U}.$$

The left side is analytic below the upper edge and the right side above the lower edge. They agree in the strip, so together they form one entire function. At large $|q|$, $F\to E_0/(iq)$ and $G\to0$, so both sides tend to $-iE_0$. By Liouville's theorem the function equals $-iE_0$ everywhere:

$$F=\frac{-iE_0}{(q-ib)\psi_L}=-\frac{iE_0}{q}+\frac{E_0}{q^2}\left(b+\frac I\pi\right)+\dots$$

Integration by parts in the definition of $F$ gives $F=-iE_0/q-E_0'/q^2+\dots$. Comparison yields $-E_0'/E_0=b+I/\pi$. Finally $\int_0^\infty\ln(1+b^2/q^2)\,dq=\pi b$, so $b$ can be absorbed into the logarithm:

$$-\frac{E'(0)}{E(0)}=\frac1\pi\int_0^\infty\ln\left[1-\frac{i\mu_0\omega\sigma(q)}{q^2}\right]dq . \tag{7}$$

A direct numerical solution in real space at $q_a\ell=10$, $\omega\tau=0$ gives $Z=(0.5358-0.8224i)\,\mu_0\omega/q_a$; formula (7) gives $0.5358-0.8225i$ in the same unit.

**Extreme limit.** With $\sigma=A/q$ the integral is, by parts,

$$\int_0^\infty\ln\left(1+\frac{a^3}{q^3}\right)dq=\int_0^\infty\frac{3a^3}{q^3+a^3}\,dq=3aS=\frac{2\pi a}{\sqrt3}.$$

Thus $-E'(0)/E(0)=2a/\sqrt3$, and (1) gives

$$Z_\infty^{\rm diff}=\frac{\sqrt3}{2}\,\frac{\mu_0\omega}{q_a}\,e^{-i\pi/3}, \tag{8}$$

which is $9/8$ of the specular value.

## 6. The two-thirds law and its corrections

Both cases have the form $Z_\infty=C(\mu_0\omega/q_a)e^{-i\pi/3}$. Since $\cos(\pi/3)=1/2$,

$$R_\infty=\frac C2\,(\mu_0\omega)^{2/3}A^{-1/3},\qquad C_{\rm spec}=\frac4{3\sqrt3},\quad C_{\rm diff}=\frac{\sqrt3}2 . \tag{9}$$

The resistance scales as $\omega^{2/3}$ and does not contain $\ell$. The reactance is $X=-\sqrt3R$, whereas the classical law has $X=-R$.

Independence of $\ell$ is a leading-order statement. For the specular surface, keep the next term of (3). The denominator of (4) changes by $-4a^3/(\pi\ell_*q^2)$, so the integral changes by

$$\frac{4a^3}{\pi\ell_*}\int_0^\infty\frac{dq}{(q^3+a^3)^2}=\frac{4}{\pi\ell_*a^2}\int_0^\infty\frac{dx}{(1+x^3)^2}=\frac{4}{\pi\ell_*a^2}\cdot\frac{2S}{3}.$$

The last integral, called $S_2$, follows by parts: $S=3\int x^3dx/(1+x^3)^2=3(S-S_2)$. Dividing by $S/a$,

$$\frac Z{Z_\infty}=1+\frac{8(1-i\omega\tau)}{3\pi a\ell}+\dots,\qquad
\frac R{R_\infty}=1+\frac{8(\sqrt3-\omega\tau)}{3\pi q_a\ell}+\dots \tag{10}$$

The second form uses ${\rm Re}[(1-i\omega\tau)e^{-i\pi/6}]=(\sqrt3-\omega\tau)/2$. Because $\omega\tau/(q_a\ell)=\omega/(q_av_F)$, one part of the correction survives even when $\ell\to\infty$.

For the diffuse surface the same term changes the integral in (7) by

$$-\frac4{\pi\ell_*}\int\frac{a^3\,dq}{q(q^3+a^3)} .$$

This diverges logarithmically at small $q$, where (3) fails; the cutoff is at $q\sim1/\ell$. At $\omega\tau\ll1$ the result is

$$\frac{Z}{Z_\infty}-1\simeq\frac{2\sqrt3}{\pi^2}\,\frac{\ln(a\ell)+O(1)}{a\ell}.$$

For $q_a\ell\gg1$ and $\omega\tau\ll1$ a diffuse surface therefore approaches the limit more slowly.

## 7. The frequency window

The large-$s$ form must hold at $q\sim q_a$, which requires $q_a\ell\gg1$ and $\omega\ll q_av_F$. The first condition is $\omega\gg1/(\mu_0A\ell^3)$. For the second, a free-electron metal has $v_F=\hbar k_F/m$ and density $n=k_F^3/(3\pi^2)$, so

$$\mu_0Av_F=\frac{\mu_0e^2k_F^3}{4\pi m}=\frac{3\pi}4\,\frac{\omega_p^2}{c^2},\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}.$$

Setting $\omega=q_av_F$ gives $\omega^2=\mu_0Av_F^3$. The window is

$$\frac1{\mu_0A\ell^3}\ll\omega\ll\sqrt{\frac{3\pi}4}\,\frac{\omega_pv_F}c . \tag{11}$$

Inside it $\omega/(q_ac)<v_F/c$, which justifies dropping the displacement current. At the upper edge $q_a\ell=\omega\tau=\sqrt{3\pi/4}\,\omega_p\ell/c$. If this number is not large, no frequency gives the extreme regime.

## 8. Numbers

Take a free-electron metal with round parameters: $n=8.5\times10^{28}\ \mathrm{m^{-3}}$, $\ell=10\ \mathrm{\mu m}$ and frequency 10 GHz. Then $A=3.584\times10^{15}\ \mathrm{S/m^2}$ and $q_a=6.565\times10^6\ \mathrm{m^{-1}}$, a depth scale $1/q_a$ of 152 nm. The parameters are $q_a\ell=65.7$, $\omega\tau=0.40$ and $\omega/(q_av_F)=0.006$, well inside the window.

Since $\mu_0\omega=q_a^3/A$, equation (9) can be written $R_\infty=(C/2)q_a^2/A$. For a diffuse surface,

$$R_\infty=0.4330\times\frac{(6.565\times10^6)^2}{3.584\times10^{15}}\ \Omega=5.21\ \mathrm{m\Omega}.$$

The full integral gives 5.41 mΩ, 4% above the limit. The classical formula with the dc $\sigma_0$ gives 1.61 mΩ, too low by a factor of 3.4. A local law with the Drude value $\sigma_0/(1-i\omega\tau)$ gives 1.33 mΩ, lower still. For a specular surface the limit is 4.63 mΩ and the full value 4.71 mΩ. Their ratio, 1.018, compares with (10):

$$1+\frac{8(1.732-0.399)}{3\pi\times65.65}=1.017 .$$

**Changing the mean free path.** At 10 GHz with a diffuse surface:

| $\ell$ (µm) | full $R$ (mΩ) | classical $R$ (mΩ) |
|---|---|---|
| 0.04 | 25.47 | 25.47 |
| 1 | 6.92 | 5.09 |
| 10 | 5.41 | 1.61 |
| 100 | 5.18 | 0.51 |

From 10 to 100 µm the resistance falls by 4%, while the classical value falls by a factor of 3.2. The classical column uses the dc $\sigma_0$; at 100 µm $\omega\tau=4$, and a local Drude law would give 0.18 mΩ. Further purification brings almost nothing: at $\ell=10$ mm the full value is 5.15 mΩ.

**Changing the frequency.** At $\ell=10\ \mathrm{\mu m}$ the local exponent $d\ln R/d\ln\omega$ for the diffuse surface is 0.641, 0.646 and 0.639 at 1, 10 and 100 GHz. For the specular surface, differentiating (10) gives

$$\frac{d\ln R}{d\ln\omega}\simeq\frac23-\frac8{9\pi}\left(\frac{\sqrt3}{q_a\ell}+\frac{2\omega}{q_av_F}\right).$$

Both corrections lower the exponent; the first fades with frequency and the second grows, so the exponent has a maximum between. The diffuse values show the same pattern. Deeper in the regime, at $\ell=1$ mm and 0.1 GHz, the exponents are 0.6662 (specular) and 0.6651 (diffuse).

**A short mean free path.** For $\ell=40$ nm at 10 GHz, $q_a\ell=0.26$ and the full resistance of a diffuse surface is within 0.1% of the classical value. The edges in (11) lie at about 550 GHz and 21,000 GHz, but even at the upper edge $q_a\ell$ is 3.4, which is not large. An interconnect metal with so short a path does not reach the two-thirds law at any frequency in this model. The law belongs to pure, cold conductors much thicker than the field depth; the half-space model used here does not describe a line as thin as that depth. The constants in (9) assume a spherical Fermi surface and a surface flat on the scale of $1/q_a$; in a real crystal $A$ is replaced by a quantity set by the shape of the Fermi surface near $v_z=0$, which depends on orientation. The numerical output below lists the remaining values.

## Table of computed values

```
carrier density: 8.50e+28 m^-3
k_F: 1.3602e+10 m^-1
v_F: 1.5747e+06 m/s
A: 3.5839e+15 S/m^2
frequency: 10.0 GHz; mean free path: 10.0 um
q_a: 6.5652e+06 m^-1; depth 1/q_a: 152.3 nm
q_a*l: 65.65; omega*tau: 0.399
omega/(q_a*v_F): 0.00608
dc conductivity: 1.5211e+10 S/m
sigma(q_a)/(A/q_a): 0.9808 +0.0076i
share of sigma(q_a) from |v_z|/v_F<1/(q_a l), wt=0: 0.5097
specular: limit R 4.6290 mohm
specular: full R 4.7127, X -8.1228 mohm
diffuse: limit R 5.2076 mohm
diffuse: full R 5.4094, X -9.2882 mohm
specular R/R_limit: full 1.0181, first correction 1.0172
classical R: 1.6110 mohm
diffuse/specular ratio in the limit: 1.12500
diffuse surface, l = 10 um: f (GHz), full R, limit R (mohm), dlnR/dlnf
      1  1.2255  1.1219  0.6413
     10  5.4094  5.2076  0.6461
    100  23.8063  24.1717  0.6388
diffuse surface, 10 GHz: l (um), q_a*l, full R, classical R (mohm)
    0.04     0.263  25.4650  25.4727
    1.00     6.565  6.9166  5.0945
   10.00    65.652  5.4094  1.6110
  100.00   656.524  5.1836  0.5095
specular, l=1 mm, 0.1 GHz: dlnR/dlnf 0.66616, dlnR/dlnl -0.00105
diffuse, l=1 mm, 0.1 GHz: dlnR/dlnf 0.66509, dlnR/dlnl -0.00319
l=10.00 um: window edges 3.534e-05, 2.111e+04 GHz
  q_a*l at upper edge: 842.14
l=0.04 um: window edges 5.522e+02, 2.111e+04 GHz
  q_a*l at upper edge: 3.37
specular, q_a*l=10, Z/(mu0 omega/q_a): grid 0.45132-0.70148j, integral 0.45134-0.70145j
diffuse, q_a*l=10, Z/(mu0 omega/q_a): grid 0.53579-0.82242j, integral 0.53577-0.82249j
diffuse log growth per decade of l: 0.8071
  predicted: 0.8082
```
